# McLean Segregation Isotherm: Site Exclusion and the Saturation of Grain Boundaries

## The situation

A thin metal film is often a mosaic of small crystals. Where two crystals meet, atoms are packed less regularly, and such grain boundaries can serve as paths along which atoms migrate through the film. One way to obstruct the paths is to add a small amount of a solute that prefers boundary sites.

If one solute atom gains several times $kT$ by moving from the grain interior to the boundary, a Boltzmann factor suggests an enrichment of several hundred. With 1 % solute inside the grain, that would put more than one solute atom on each boundary site. What limits the filling, and how complete is it?

The answer depends on what is called dilute. The interior may be dilute while the boundary is nearly full. If the boundary is treated as dilute too, the resulting law is linear in the interior solute fraction and contains no ceiling set by the number of sites.

## Sites, atoms and energy

Consider a crystal with $N_g$ equivalent boundary sites and $N_b$ equivalent interior sites. Every site holds one atom, either host A or solute B. The total number $n$ of solute atoms is fixed, with $n_g$ at the boundary and $n_b=n-n_g$ inside. Define

$$
x_g=\frac{n_g}{N_g},\qquad x_b=\frac{n_b}{N_b},\qquad
f=\frac{N_g}{N_g+N_b},\qquad x_t=\frac{n}{N_g+N_b}.
$$

Dividing $n=n_g+n_b$ by the number of sites gives the conservation law

$$
x_t=f x_g+(1-f)x_b. \tag{1}
$$

Temperature and pressure are fixed. Let $g_A^g,g_B^g,g_A^b,g_B^b$ be the free energies of an A or B atom on a boundary or interior site, including vibrations but not the entropy of choosing sites. Solute atoms are assumed not to interact, so these are constants. Their sum over all atoms is

$$
G_0=n_g g_B^g+(N_g-n_g)g_A^g+(n-n_g)g_B^b+(N_b-n+n_g)g_A^b .
$$

Collecting the terms proportional to $n_g$ gives

$$
G_0=\text{constant}-n_gQ,\qquad
Q=(g_B^b-g_A^b)-(g_B^g-g_A^g). \tag{2}
$$

A solute atom that enters the boundary displaces a host atom into the interior, so $Q$ is the free energy released by an exchange. Positive $Q$ means attraction to the boundary.

## Counting the arrangements

The $n_g$ boundary solutes can be placed in $\binom{N_g}{n_g}$ ways and the others in $\binom{N_b}{n-n_g}$ ways. The free energy at given $n_g$ is therefore

$$
G=\text{constant}-n_gQ-kT\ln\left[\binom{N_g}{n_g}\binom{N_b}{n-n_g}\right].
$$

For large numbers, $\ln N!\simeq N\ln N-N$. With $m=Nx$, the linear terms cancel and

$$
\begin{aligned}
\ln\binom{N}{m}&\simeq N\ln N-m\ln m-(N-m)\ln(N-m)\\
&=-N\,s(x),\qquad s(x)=x\ln x+(1-x)\ln(1-x).
\end{aligned}
$$

The second line follows from $\ln m=\ln N+\ln x$ and $\ln(N-m)=\ln N+\ln(1-x)$: the terms in $\ln N$ cancel.

Put $K=e^{Q/kT}$ and divide $G$ by $N_gkT$. Since $N_b/N_g=(1-f)/f$, the free energy per boundary site, in units of $kT$ and up to a constant, is

$$
\varphi(x_g)=-x_g\ln K+s(x_g)+\frac{1-f}{f}\,s(x_b). \tag{3}
$$

Here $x_b$ is not independent; it follows from (1).

## Minimisation

Equation (1) at fixed $x_t$ gives $dx_b/dx_g=-f/(1-f)$. Also,

$$
s'(x)=\ln x+1-\ln(1-x)-1=\ln\frac{x}{1-x}.
$$

The factor $(1-f)/f$ in (3) cancels against the derivative of $x_b$, leaving

$$
\varphi'=-\ln K+\ln\frac{x_g}{1-x_g}-\ln\frac{x_b}{1-x_b}. \tag{4}
$$

Setting this to zero and exponentiating gives the McLean isotherm:

$$
\boxed{\frac{x_g}{1-x_g}=K\frac{x_b}{1-x_b}},\qquad K=e^{Q/kT}. \tag{5}
$$

To show that this is a minimum, differentiate (4) once more. Since $s''(x)=1/x+1/(1-x)=1/[x(1-x)]$,

$$
\varphi''=\frac1{x_g(1-x_g)}+\frac{f}{1-f}\,\frac1{x_b(1-x_b)}>0. \tag{6}
$$

Thus $\varphi'$ rises steadily. At the lowest allowed $x_g$, either the boundary has no solute or the interior is full of it, and $\varphi'\to-\infty$. At the highest, either the boundary is full or the interior is empty of solute, and $\varphi'\to+\infty$. There is one zero between them, hence one minimum.

## Why strong attraction still saturates

Equation (4) is the free-energy change, in units of $kT$, for transferring one more solute atom. In energy units,

$$
\Delta G=-Q+kT\ln\frac{x_g}{1-x_g}-kT\ln\frac{x_b}{1-x_b}. \tag{7}
$$

The gain $Q$ is the same for every atom. The second term is the entropy cost at the boundary, and it grows without limit as $x_g\to1$, because few host-occupied sites remain among which to choose. The third is the cost of removing an atom from a dilute interior. Any finite $Q$ is balanced before the boundary is full. No repulsion between solute atoms has been assumed.

Let $\lambda=Kx_b/(1-x_b)$. Then (5) becomes

$$
x_g=\frac{\lambda}{1+\lambda},\qquad 1-x_g=\frac1{1+\lambda}. \tag{8}
$$

For $\lambda\ll1$ the filling is proportional to $\lambda$. It is one half at $\lambda=1$. For $\lambda\gg1$ the unfilled fraction is about $1/\lambda$, so at fixed interior composition each further factor of ten in it requires an additional $kT\ln10$ of attraction.

To see that exclusion sets the ceiling, remove it. Suppose the $n_g$ atoms could choose boundary sites regardless of one another. Each then has $N_g$ choices, and classical statistics divides by $n_g!$ because the atoms are identical. The binomial coefficient for the boundary is replaced by the statistical weight $N_g^{n_g}/n_g!$. With coverage $c=n_g/N_g$, its logarithm is $-N_g(c\ln c-c)$. This replaces $s(x_g)$ by $c\ln c-c$, whose derivative is $\ln c$. The minimum then lies at

$$
c=K\frac{x_b}{1-x_b}=\lambda, \tag{9}
$$

which can exceed one. The same law follows from a dilute boundary, since $(1-x)\ln(1-x)\simeq-x$ for small $x$. Equation (9) then holds only where it predicts $c\ll1$.

An intermediate case completes the argument. Suppose a site could hold up to $M$ solutes, each with the same gain. In the counting just used, a site with $m$ atoms has weight $\lambda^m/m!$, and the mean number per site is

$$
\bar m=\frac{\sum_{m=0}^{M}m\,\lambda^m/m!}{\sum_{m=0}^{M}\lambda^m/m!}.
$$

For $M=1$ this is (8). For $\lambda\to\infty$ the term $m=M$ dominates both sums, since it exceeds the preceding weight by the factor $\lambda/M$, and $\bar m\to M$. The ceiling is the capacity of the site; the attraction determines how closely it is approached.

## The closed grain and its second ceiling

So far $x_b$ has appeared as if known. In a small grain, segregation depletes the interior, and $x_b$ must be eliminated. Write $x=x_g$. From (1),

$$
(1-f)x_b=x_t-fx,\qquad (1-f)(1-x_b)=1-f-x_t+fx .
$$

Cross-multiply (5), move everything to one side and multiply by $1-f$:

$$
P(x)=K(x_t-fx)(1-x)-x(1-f-x_t+fx)=0 .
$$

Expansion and collection of powers give

$$
P(x)=f(K-1)x^2-bx+Kx_t,\qquad b=1+(K-1)(x_t+f). \tag{10}
$$

For $K>1$ the parabola opens upwards. At the lower end of the allowed interval $P>0$: there either $x=0$ and $P=Kx_t$, or $x_b=1$ and $P=(1-f)K(1-x)$. At the upper end $P<0$: for $x=1$ it equals $-(1-x_t)$, and for $x=x_t/f$ it equals $-(1-f)x_t/f$. The physical root is where $P$ passes from positive to negative, which is the smaller root. Multiplying numerator and denominator of the usual formula by $b+\sqrt{\cdots}$ gives

$$
x_g=\frac{2Kx_t}{b+\sqrt{b^2-4fK(K-1)x_t}}. \tag{11}
$$

For very strong attraction, $b/K\to x_t+f$, and the square root divided by $K$ tends to $\sqrt{(x_t+f)^2-4fx_t}=|x_t-f|$. Therefore

$$
x_g\to\frac{2x_t}{x_t+f+|x_t-f|}=\min\left(1,\frac{x_t}{f}\right). \tag{12}
$$

There are two ceilings. If $x_t>f$, there is enough solute to fill every boundary site, and sites are the limit. If $x_t<f$, nearly all the solute ends at the boundary and still leaves part of it unfilled; supply is the limit.

The opposite limit is also useful. When both populations are dilute, $x_g\simeq Kx_b$, and (1) gives $x_t=x_b(1-f+fK)$. Hence

$$
x_g\simeq\frac{Kx_t}{1+f(K-1)}. \tag{13}
$$

The denominator measures depletion. It can be large even when $f$ is small, because $f$ is multiplied by $K$.

## Response and fluctuations

At equilibrium $\varphi'=0$. A small change of $\ln K$ at fixed $x_t$ moves the minimum so that $\varphi''\,dx_g-d\ln K=0$. At fixed temperature $\ln K=Q/kT$ varies through $Q$, and

$$
\left.\frac{dx_g}{d(Q/kT)}\right|_{x_t}=\frac1{\varphi''}. \tag{14}
$$

If the interior is instead held at fixed $x_b$, the second term of (6) is absent and the response is $x_g(1-x_g)$. It vanishes near filling. In the closed grain the response also vanishes when $x_b\to0$, through the second term.

The same curvature governs fluctuations. The probability of a filling is proportional to $e^{-N_g\varphi}$. Near the minimum this is a Gaussian of variance $1/(N_g\varphi'')$, so for large $N_g$ the minimum represents the equilibrium state well.

## An example from a copper film

Take round parameters in the regime of a fine-grained copper interconnect film with a segregating solute: $Q=0.40$ eV, total solute 1 % of atoms, and an anneal at 700 K. Grains are square columns, 50 nm wide and 100 nm high. There are 85 atomic sites per nm³ and 18 boundary sites per nm², about one atomic layer. These are rough magnitudes, not data for one particular solute.

A column has four sides, each shared with a neighbour. Its boundary area per volume is $2/(50\ \text{nm})=0.04$ nm$^{-1}$; the top and bottom faces are left out. Thus

$$
f=\frac{0.04\times18}{85}=0.00847,\qquad \frac{x_t}{f}=1.18 .
$$

There is 18 % more solute than is needed to fill the boundary. With $kT=0.06032$ eV, $K=e^{0.40/0.06032}=758$.

If the interior were held at 1 %, then $\lambda=758\times0.01/0.99=7.66$. The law without exclusion would predict 7.66 solutes per site. The isotherm gives $7.66/8.66=88$ %.

In the closed grain, (10) gives $b=14.99$ and the square root in (11) is 5.48, so

$$
x_g=\frac{2\times758.4\times0.01}{14.99+5.48}=0.741 .
$$

The interior falls from 1 % to 0.376 %, and 63 % of all solute is at the boundary. The boundary excess is $18(0.741-0.004)=13.3$ atoms/nm², or $1.33\times10^{15}$ cm$^{-2}$. The linear law (13), which includes depletion, would give $7.58/7.42=1.02$, slightly more than a full boundary. Depletion alone does not replace exclusion.

The balance (7) can be read term by term. The next atom gains 0.400 eV. It costs 0.063 eV in boundary entropy and 0.337 eV in interior entropy. At this filling most of the attraction is spent on extracting atoms from a dilute interior; with 1 % total solute the boundary term takes over only above about 99.8 % filling, reached at $Q\approx0.78$ eV.

Filling in per cent at 700 K, with the geometry held fixed, varies with $Q$ as follows.

| $Q$ (eV) | interior held at 1 % | closed, 1 % total | closed, 0.5 % total |
|---|---|---|---|
| 0.2 | 21.8 | 19.0 | 10.3 |
| 0.4 | 88.5 | 74.1 | 45.9 |
| 0.6 | 99.5 | 97.4 | 58.2 |
| 0.8 | 99.98 | 99.89 | 59.0 |
| 1.2 | >99.99 | >99.99 | 59.0 |

The last column stops at the supply ceiling $0.005/0.00847=59$ %. Stronger attraction cannot help there; more solute or larger grains can.

For 99 % filling, (8) requires $\lambda=99$. At $Q=0.40$ eV this means an interior solute fraction of 11.5 %, which is no longer dilute. With the interior held at 1 %, it means $Q=kT\ln(99\times99)=0.55$ eV.

The curvature (6) is $5.21+2.28=7.49$, so the closed-grain response is $1/7.49=0.13$ per unit of $Q/kT$. One grain has $2\times50\times100\times18=180\,000$ boundary sites, and if the grain is sealed its filling fluctuates by $1/\sqrt{180\,000\times7.49}$, or 0.09 percentage points. If it exchanges solute with many neighbours, only the first term 5.21 remains and the figure is 0.10. Finite size is unimportant here.

## What the model leaves out

**Interaction between solutes.** In mean field, a lateral attraction $w$ adds $-wx_g^2/2$ to the energy per boundary site. Differentiation replaces $Q$ by $Q+wx_g$ in (5). Solving this numerically together with (1), I find a filling of 82 % for $w=0.05$ eV and 66 % for $w=-0.05$ eV, against 74 % without interaction.

A larger attraction can change the behaviour qualitatively. At fixed interior composition the curvature becomes $1/[x_g(1-x_g)]-w/kT$. The first term is smallest, equal to 4, at half filling. For $w>4kT=0.24$ eV the curvature is negative in some range, and in mean field the boundary can separate into solute-poor and solute-rich parts. The isotherm then has more than one solution at suitable interior compositions. For $Q=0.40$ eV and $w=0.30$ eV, it has three at an interior fraction of $1.1\times10^{-4}$, but only one at 1 %. Mean field sets the threshold too low for a single layer: for a square lattice of boundary sites with nearest-neighbour attraction, separation needs $w>8\ln(1+\sqrt2)\,kT=7.05\,kT$, or 0.43 eV, so such a layer would not separate at $w=0.30$ eV.

**Unequal sites.** Real boundary sites differ. If $Q$ has a Gaussian spread with standard deviation 0.10 eV about 0.40 eV, each kind of site obeys (5) with the same $x_b$. Averaging numerically and conserving solute gives 69 %.

**Excess entropy.** If 0.40 eV is only the energy part of $Q$, an exchange entropy of $\pm k$ multiplies $K$ by $e^{\pm1}$. The filling becomes 85 % or 59 %. This moves the result more than $w=\pm0.05$ eV or the 0.10 eV spread, but less than $w=0.30$ eV, which in mean field raises the closed-grain filling to 99 %.

**Precipitation.** Let $h$ be the energy needed to dissolve an atom from a pure solute precipitate. In an ideal dilute solution, the dissolved atom is stable against that precipitate if $h+kT\ln x_b<0$. At the initial 1 % this requires $h<0.28$ eV; at the final 0.376 % it requires $h<0.34$ eV. Between these values the film starts supersaturated, and segregation removes the supersaturation if it acts before precipitates form. A compound more stable than the pure solute would tighten both limits.

**Time.** Equilibrium needs diffusion across the grain. For a square of side $d$ with absorbing sides, the slowest mode is $\sin(\pi x/d)\sin(\pi y/d)$, where $x$ and $y$ are positions. It decays at the rate $2\pi^2D/d^2$, so

$$
\tau=\frac{d^2}{2\pi^2D}.
$$

A filling boundary is not a perfect absorber, so this is a scale, not a precise anneal time. With a rough $D=0.1\,e^{-2.0\,\text{eV}/kT}$ cm²/s, $D=4.0\times10^{-16}$ cm²/s at 700 K and $\tau\simeq0.9$ h. A barrier 0.1 eV higher gives 4.6 h.

At a use temperature of 373 K, the equilibrium filling would be 99.7 %, but $\tau$ is about $10^{16}$ s. That equilibrium is out of reach. Cooling that is fast compared with the diffusion time preserves roughly the anneal value, 74 %; slower cooling lets the filling rise until diffusion stops.

## Beside a real interconnect

Copper lines can be alloyed with a solute such as manganese or aluminium. A grain width of tens of nanometres and about a per cent of solute are reasonable magnitudes; 700 K is at the hot end for interconnect processing. The value $Q=0.40$ eV should not be read as that of manganese or aluminium. Empirically, boundary enrichment falls roughly as the inverse of the solid solubility, and both dissolve in copper to the order of ten per cent, which points to $K$ of order 10 to 100 and a filling well below 74 %. By the same rule a solute with $K$ near 760 would have a solubility of order 1 % or less, so precipitation would compete with segregation. One exposed assumption is that solute has only two places to go. It can also collect at the interfaces between copper and its surroundings, or react there. If this removed half the solute, with everything else fixed, the total left would be 0.5 % and the filling would fall from 74 % to 46 %. Lowering $Q$ by 0.1 eV instead would have nearly the same effect, giving 47 %. The assumed single layer of boundary sites matters as well: two layers would double $f$ and lower the supply ceiling to 59 %.

The isotherm counts occupied sites. In the example, 26 % of boundary sites still hold host atoms, but that is not a factor for boundary diffusion. A diffusivity also needs the jump rates near solute atoms and the connections between the remaining sites.

All numerical values are calculated from the stated model.
